# Why truncated vacuum cluster expansions fail for square-root metallic embedding

## A crystal assembled from its fragments

Suppose the energies of an isolated dimer, trimer and tetramer of a metal are known. It is natural to build the crystal from them: sum the pair energies, add what each triangle has beyond its pairs, then what each tetrahedron has beyond its triangles and pairs, and stop when the corrections become small. In a close-packed metal, where each atom has twelve neighbours, they may first become enormous.

The question can be answered exactly for a standard model of metallic cohesion; what the answer says about a real metal is limited by that model. Let $\phi_{ij}\ge 0$ be the bond density that atom $j$ supplies at atom $i$, and $v_{ij}$ a pair repulsion. Free atoms have zero energy, and

$$E=\sum_i\Big[\tfrac12\sum_{j\ne i}v_{ij}-A\sqrt{\rho_i}\Big],\qquad \rho_i=\sum_{j\ne i}\phi_{ij},\qquad A>0 .$$

The algebra is in atomic units; numerical energies are in eV and lengths in angstrom. At first all $Z$ bonds of an atom are equal, with $\phi=1$ and repulsion $v$, and there is no interaction beyond them.

The square root has an electronic origin. Take one orbital on a central atom, coupled by hopping $-h$ to $Z$ neighbours that are not coupled to each other, all levels being at zero. The centre couples only to the normalized sum $|s\rangle=Z^{-1/2}\sum_j|j\rangle$:

$$H|0\rangle=-h\sqrt Z\,|s\rangle,\qquad H|s\rangle=-h\sqrt Z\,|0\rangle .$$

The levels are therefore $\pm h\sqrt Z$ and $Z-1$ zeros. With one electron per atom, two electrons fill the lowest level and the rest sit at zero, so the band energy is $-2h\sqrt Z$. This star shows where a root of the coordination comes from, but it has one root for the whole cluster. Its prefactor $2h$ is not the $A$ of the formula above, which gives every atom a root: the dimer has band energy $-2h$ and model embedding energy $-2A$, so there $A=h$. In a metal the neighbours are coupled too, and a root for every atom is an approximation. It assumes that the local band keeps its shape while its width follows the root of its second moment. The assumption is rough for small fragments: with one electron per atom, the band energy per atom divided by $-\sqrt Z$ is $h$ for the dimer, $h/\sqrt2$ for the triangle and $h/\sqrt3$ for the tetrahedron.

## First contribution: the definition of an n-body term

The vacuum expansion writes the energy of a cluster $S$ as a sum over its subclusters, $E(S)=\sum_{T\subseteq S}V(T)$, with

$$V(T)=\sum_{U\subseteq T}(-1)^{|T|-|U|}E(U).$$

Inserting $V$ into the sum confirms this. The coefficient of $E(U)$ becomes $\sum_{W\subseteq S\setminus U}(-1)^{|W|}=(1-1)^{|S\setminus U|}$, which is zero unless $U=S$. Each $V(T)$ is fixed by isolated fragments, with nothing left to fit.

Now isolate the energy $\varepsilon_i$ of one site. Let $T$ consist of $i$ and a set $L$ of $k$ other atoms. Subclusters without $i$ contribute nothing to this site, so its share of $V(T)$ is

$$V_i(L)=\sum_{M\subseteq L}(-1)^{k-|M|}\varepsilon_i(M).$$

If some atom $l$ in $L$ is not a neighbour of $i$, the sets $M$ and $M\cup\{l\}$ have the same $\varepsilon_i$ and opposite signs, and everything cancels. Only sets of true neighbours survive. This is a property of the site-local root, not of the hopping Hamiltonian: a chain of four atoms has no four-body term in this model, while its band energies give $(-2\sqrt5+4\sqrt2+4-6)h=-0.82h$. For equal bonds there are $\binom kj$ sets $M$ with $j$ members, so the embedding part is

$$V_i=-A\sum_{j=0}^k(-1)^{k-j}\binom kj\sqrt j=-A\,D^k\sqrt0 ,$$

where $D^k\sqrt0$ is the $k$-th forward difference of the root at zero coordination. The repulsion $jv/2$ is linear in $j$, so it enters at $k=1$ and drops out of all higher differences.

A site with $Z$ neighbours has $\binom Zk$ such sets. Its embedding energy is $-A\sqrt Z$, with

$$\sqrt Z=\sum_{k=1}^{Z}\binom Zk D^k\sqrt0 ,\qquad S_K=\sum_{k=1}^{K}\binom Zk D^k\sqrt0 .$$

The partial sum $S_K$ contains body orders up to $n=K+1$. The series is finite and exact at $K=Z$, so what can fail is truncation, not the full sum.

## Second contribution: signs and sizes of the differences

An integral form of the root makes every difference explicit:

$$\sqrt x=\frac1{2\sqrt\pi}\int_0^\infty(1-e^{-xt})\,t^{-3/2}dt .$$

Both sides vanish at $x=0$. The $x$-derivative of the right side is $\frac1{2\sqrt\pi}\int_0^\infty e^{-xt}t^{-1/2}dt=\frac1{2\sqrt x}$, as it should be.

For $k\ge1$ the difference of the constant 1 vanishes, and the binomial theorem gives

$$\sum_j(-1)^{k-j}\binom kj(1-e^{-jt})=-(e^{-t}-1)^k=(-1)^{k-1}(1-e^{-t})^k .$$

Hence

$$D^k\sqrt0=(-1)^{k-1}a_k,\qquad a_k=\frac1{2\sqrt\pi}\int_0^\infty(1-e^{-t})^k\,t^{-3/2}dt>0 .$$

The signs alternate: in this model pair embedding binds, the three-body part repels, the four-body part binds again. Since $1-e^{-t}<1$, the $a_k$ decrease. The question is how fast.

The function $(1-e^{-t})^k$ is the probability that the largest of $k$ independent exponential variables of unit mean, called $T_k$, is below $t$. Integrating by parts, with vanishing boundary terms, turns the integral into an average:

$$a_k=\frac1{\sqrt\pi}\big\langle T_k^{-1/2}\big\rangle .$$

With $w=1-e^{-t}$, the mean of $T_k$ is

$$\langle T_k\rangle=\int_0^\infty[1-(1-e^{-t})^k]dt=\int_0^1\frac{1-w^k}{1-w}dw=\sum_{j=1}^k\frac1j=H_k .$$

Because $x^{-1/2}$ is convex, its average is at least its value at the mean (Jensen's inequality):

$$a_k\ge\frac1{\sqrt{\pi H_k}} .$$

This bound also gives the true decay. Choose $0<\epsilon<1$ and split the integral for $a_k$ at $t_0=(1-\epsilon)\ln k$. Below $t_0$, one factor $1-e^{-t}$ is at most $t$ and the other $k-1$ are at most $1-k^{\epsilon-1}$. That part of the integral is at most $2\sqrt{t_0}\exp[-(k-1)k^{\epsilon-1}]$, which is negligible for large $k$. Above $t_0$ the power is at most 1, which contributes at most $1/\sqrt{\pi t_0}$ to $a_k$. As $\epsilon$ can be arbitrarily small and $H_k$ grows as $\ln k$,

$$a_k\sim\frac1{\sqrt{\pi\ln k}}\qquad(k\to\infty).$$

This is extremely slow. Even at $k=1000$ the coefficient is 0.208, against $a_1=1$.

Alternation alone would be harmless. Consider the embedding function $1-e^{-\lambda z}$ of the coordination $z$. Its differences are $(-1)^{k-1}q^k$ with $q=1-e^{-\lambda}$. They alternate as well, but the $k$-th order is at most $(Zq)^k/k!$, which falls quickly when $Zq<1$. The root is a superposition of such functions with $\lambda=t$ and weight $t^{-3/2}$. Its tail at large $t$, where one bond already saturates the function and $q$ is near 1, keeps the high differences large.

## Third contribution: the number of neighbour sets

The binomial weights now meet coefficients that barely fall. Put $u=1-e^{-t}$. Subtracting the integral for $\sqrt Z$ from that for $S_K$ gives

$$S_K-\sqrt Z=\frac1{2\sqrt\pi}\int_0^\infty\Big[(1-u)^Z-\sum_{k=0}^K(-1)^k\binom Zk u^k\Big]t^{-3/2}dt .$$

To evaluate the bracket, imagine $Z$ independent events, each with probability $u$, and let $M$ be the number that occur. The mean number of $k$-sets in which every event occurs is $\langle\binom Mk\rangle=\binom Zk u^k$, and $(1-u)^Z$ is the probability that $M=0$.

For $M\ge1$, Pascal's rule $\binom Mk=\binom{M-1}k+\binom{M-1}{k-1}$ makes the alternating sum telescope:

$$\sum_{k=0}^K(-1)^k\binom Mk=(-1)^K\binom{M-1}K .$$

For $M=0$ the sum is 1, which cancels $(1-u)^Z$. The bracket is therefore $(-1)^{K+1}$ times the average of $\binom{M-1}K$ over outcomes with $M\ge1$. This fixes the sign of the error. Its size follows from

$$\binom{M-1}K=\frac{K+1}M\binom M{K+1}.$$

Only $K+1\le M\le Z$ contributes, so the prefactor lies between $(K+1)/Z$ and 1. The average of $\binom M{K+1}$ is $\binom Z{K+1}u^{K+1}$, whose integral gives $a_{K+1}$. With $\frac{K+1}Z\binom Z{K+1}=\binom{Z-1}K$, the result for $1\le K<Z$ is

$$a_{K+1}\binom{Z-1}K\le|S_K-\sqrt Z|\le a_{K+1}\binom Z{K+1}.$$

Three consequences follow.

- At fixed $K$ and growing $Z$, the last retained term dominates and the error grows as $a_KZ^K/K!$. Relative to $\sqrt Z$ it grows as $Z^{K-1/2}$. Adding a body order makes the growth with coordination steeper.
- At fixed $Z$, the lower bound follows the binomial coefficients up to the middle orders before it comes down.
- At $K=Z-1$ the two bounds coincide and the error is $a_Z$. Any earlier truncation with $K\ge1$ has an error of at least $a_{K+1}>a_Z$. No truncation in this range does better than omitting the last order alone.

## Weighing the contributions at twelve neighbours

Take a model crystal with $Z=12$, $A=1.5$ eV and $v=0.3$ eV. These are round parameters and represent no particular metal. The full energy per atom is

$$\frac{12\times0.3}2-1.5\times3.4641=1.800-5.196=-3.396\ \text{eV},$$

or $-0.1248$ hartree.

The isolated dimer has two embedded atoms and one repulsion, hence energy $0.3-2\times1.5=-2.7$ eV. The crystal has six bonds per atom, so the pair sum is $6\times(-2.7)=-16.2$ eV per atom. This is a severe overbinding: in the pair sum each bond counts at full dimer strength, whereas under the root twelve bonds are worth only 3.46.

The three-body order must repair this. There are 66 neighbour pairs around a site (in an fcc lattice 24 close into triangles of bonds and the rest are open trimers) and $a_2=2-\sqrt2=0.5858$, so it adds $1.5\times66\times0.5858=58.0$ eV. The sum becomes $+41.8$ eV, and the crystal appears unbound. The four-body order takes it to $-119.7$ eV.

The factors can now be compared. From $k=1$ to $k=6$ the coefficient falls from 1 to 0.395, while the number of sets rises from 12 to 924. The seven-body order is therefore $1.5\times924\times0.3947=547$ eV per atom, over a hundred times the embedding energy it helps to build. The count wins by a wide margin, and the alternating signs must then remove almost everything. The cancellation is delicate: a relative error of $10^{-4}$ in this one order would shift the result by 0.05 eV per atom.

The largest truncation error, 279.8 eV per atom, occurs at body order 6. The bounds there are 273.5 and 547.1 eV, so the error lies close to the lower one. Later orders reduce the size of the error, but even the sum through body order 12 is $-3.905$ eV. The missing thirteen-body term is $1.5\times0.3391=0.509$ eV, or 9.8 % of the embedding energy.

Coordination matters as predicted. Relative to the exact embedding energy, the error of the sum through three-body terms is 0.76 for $Z=4$, 3.97 for $Z=8$ and 8.70 for $Z=12$. The repulsion plays no part in these errors, since the pair order already contains all of it. Their absolute size is proportional to $A$.

## Unequal bonds do not remove the problem

Equal bonds and a sharp cutoff might seem to exaggerate the effect. With general $\phi_j$, the power in the integral becomes a product:

$$V_i(L)=(-1)^k\frac A{2\sqrt\pi}\int_0^\infty\prod_{j\in L}(1-e^{-\phi_jt})\,t^{-3/2}dt .$$

The signs still alternate. The counting argument survives too, because the events may have different probabilities $u_j=1-e^{-\phi_jt}$. If $W_{K+1}$ is the magnitude of the first omitted order, summed over all its sets, then

$$\frac{K+1}Z\,W_{K+1}\le|\text{error}|\le W_{K+1},$$

where $Z$ counts all atoms that supply density at the site. Weakening every bond by a common factor $c$ does not help either: each root, and hence each order, is multiplied by $\sqrt c$, and the relative embedding errors stay the same.

A cuboctahedron of 13 atoms gives a case with a finite surface and unequal bonds. Its nearest-neighbour distance is $r_0=2.8$ angstrom, and $\phi=\exp[-2q(r/r_0-1)]$ with $q=3$ acts between all pairs. Without repulsion its energy is $-3.56$ eV per atom. The sums through body orders 2, 3 and 4 are $-9.79$, $+11.58$ and $-33.75$ eV, and through order 7 the sum is $+47.8$ eV. The swings are smaller than in the crystal but still ruinous.

The sum through order 12 is $-3.65$ eV, off by 2.4 %. This is below the 9.8 % found above, so that figure belongs to the crystal with twelve equal bonds per atom and is not a general floor.

## Why the vacuum is the wrong place to start

The partial sum has a second reading that exposes the cause. For an integer $z\le K$, the terms with $k>z$ vanish because $\binom zk=0$, and the series gives $\sqrt z$ exactly. Regarded as a function of coordination, $S_K$ is thus the polynomial of degree $K$ that passes through the root at $z=0,1,\dots,K$. Truncating at three-body terms means drawing a parabola through the free atom, the one-bond site and the two-bond site, and reading it at $z=12$. It is an extrapolation from the region where the root bends most strongly.

If this diagnosis is right, a sufficiently large background density $b$ already present at the site should cure the expansion. Replace $\sqrt z$ by $\sqrt{b+z}$. Every exponential gains a factor $e^{-bt}$, so

$$a_k(b)=\frac1{2\sqrt\pi}\int_0^\infty e^{-bt}(1-e^{-t})^kt^{-3/2}dt ,$$

and the error is at most $\binom Z{K+1}a_{K+1}(b)$ by the same counting argument.

Since $1-e^{-t}\le t$, $a_k(b)$ is at most $\frac1{2\sqrt\pi}\int_0^\infty e^{-bt}t^{k-3/2}dt$. Differentiating the integral form of the root $k$ times shows that this is the magnitude of the $k$-th derivative of $\sqrt b$, namely $k!\,|\binom{1/2}k|\,b^{1/2-k}$. With $\binom Zk k!\le Z^k$,

$$|\text{error}|\le\sqrt b\,\Big|\binom{1/2}{K+1}\Big|\Big(\frac Zb\Big)^{K+1}.$$

For $b\ge Z$ this bound decreases with every order. For $b<Z$ it can grow, and then it promises nothing.

The numbers for $Z=12$ bear this out. Measured against the gain $\sqrt{b+12}-\sqrt b$, the worst truncation error is 53.8 for $b=0$, 3.0 for $b=1$ and 0.18 for $b=12$. In the last case the errors for $K=1,2,3$ are 0.183, 0.063 and 0.024. The function is still a square root, the signs still alternate and the binomial weights are unchanged. Only the starting density differs.

## The same root, seen from the bulk

One can also start from the crystal and remove bonds, as when a surface or vacancy is made. With the backward difference $\nabla f(Z)=f(Z)-f(Z-1)$, a step down in coordination is the operator $1-\nabla$, so

$$\sqrt{Z-m}=\sum_{k=0}^m(-1)^k\binom mk\nabla^k\sqrt Z .$$

A backward difference at $Z$ is a forward difference at $Z-k$, hence $\nabla^k\sqrt Z=(-1)^{k-1}a_k(Z-k)$. The two signs combine:

$$\sqrt{Z-m}=\sqrt Z-\sum_{k=1}^m\binom mk a_k(Z-k).$$

All corrections now have the same sign. The partial sums move steadily from the bulk value to the final one and cannot overshoot it.

For an atom that loses three of its twelve bonds, the embedding energy starts at $-5.196$ eV. The successive sums are $-4.533$, $-4.502$ and $-4.500$ eV. The first order misses 4.7 % of the total change and the second 0.2 %.

This expansion has its own limit. If all twelve bonds are removed, its last term is $A\,a_{12}(0)$, the same 0.509 eV as before, so convergence near the free atom is still slow. The error, however, never exceeds the embedding energy itself.

## What the result does and does not condemn

A low body order is not itself the fault. A parabola in $z$ contains at most three-body terms wherever it is anchored. Passed through the root at $z=6$, 9 and 12, it errs by at most 0.005 eV for integer coordinations from 6 to 12. The vacuum parabola through $z=0$, 1 and 2 errs by 45 eV at $z=12$.

The price is that the bulk parabola cannot also be right for the dimer. Its difference from the root has the third derivative of the root, up to sign. That derivative has no zero for $z>0$, so by Rolle's theorem the difference has at most three zeros, and these are already spent at 6, 9 and 12. Coefficients fitted to condensed environments are effective quantities, not the interaction energies of isolated fragments.

The conclusion rests on the square-root model. If the embedding function were linear, the expansion would end at pairs; if it bent little over the whole range from zero to $Z$ bonds, a short expansion could suffice. In a real metal the free atom and small clusters may also differ from the crystal in spin state or orbital occupation, which this model leaves out. Even the signs need not carry over: in beryllium, whose free atom has a closed $2s$ shell, the pair term at metallic bond lengths is small and the three-body term of the equilateral trimer binds. Within the model, truncation fails because three things coincide: the terms are anchored at zero density, the root changes there on the scale of a single bond, and the number of neighbour sets grows far faster than the differences decay. The numerical output below lists every order for the twelve-coordinated crystal.

## Computed results

```
Embedding strength A = 1.50 eV; pair repulsion v = 0.30 eV
Coordination Z = 12; sqrt(Z) = 3.4641
Full energy per atom = -3.3962 eV = -0.12481 hartree
Isolated dimer energy = -2.700 eV
Body order n, a_(n-1), number of sets, order energy, sum (eV/atom)
  2  1.00000    12    -16.2000    -16.2000
  3  0.58579    66     57.9929     41.7929
  4  0.48941   220   -161.5053   -119.7125
  5  0.44292   495    328.8695    209.1570
  6  0.41444   792   -492.3552   -283.1982
  7  0.39473   924    547.0969    263.8987
  8  0.38004   792   -451.4924   -187.5937
  9  0.36854   495    273.6430     86.0493
 10  0.35921   220   -118.5391    -32.4898
 11  0.35143    66     34.7916      2.3018
 12  0.34481    12     -6.2066     -3.9048
 13  0.33908     1      0.5086     -3.3962
Largest error: body order 6, 279.802 eV/atom
Its lower bound = 273.548 eV/atom
Its upper bound = 547.097 eV/atom
Error omitting only body order 13 = 0.5086 eV/atom
Same, relative to embedding energy = 9.79 %
Z=4: relative error, 2-body 1.000, up to 3-body 0.757
Z=8: relative error, 2-body 1.828, up to 3-body 3.971
Z=12: relative error, 2-body 2.464, up to 3-body 8.697
a_k*sqrt(pi*H_k) at k=12: 1.05872
a_k*sqrt(pi*H_k) at k=1000: 1.01010
a_k*sqrt(pi*H_k) at k=1000000: 1.00280
a_k at k=1000: 0.20830
Background b=0: worst error / embedding gain = 53.8479
Background b=1: worst error / embedding gain = 3.0192
Background b=12: worst error / embedding gain = 0.1830
b=12, relative errors for K=1,2,3: 0.1830, 0.0628, 0.0235
Quadratic through 6,9,12: max error for Z=6..12 = 0.00474 eV
Quadratic through 0,1,2: error at Z=12 = 45.189 eV
Remove 3 bonds from bulk: embedding energy by order K (eV)
  K=0: -5.19615
  K=1: -4.53251
  K=2: -4.50159
  K=3: -4.50000
Star: hopping h = 0.750 eV, band energy = -5.1962 eV
Cuboctahedron: bond 2.80 angstrom, decay q = 3.0
  full embedding energy = -3.5627 eV/atom
  sum to body order 2: -9.7919 eV/atom
  sum to body order 3: 11.5778 eV/atom
  sum to body order 4: -33.7518 eV/atom
  sum to body order 7: 47.8131 eV/atom
  sum to body order 12: -3.6484 eV/atom
```
